# Anomalous magnetic moment from axial-vector boson exchange: verification in Python

```python
"""One-loop anomalous magnetic moment a = F2(0) from a neutral boson of mass M
coupled to a fermion of mass m by g*gamma^mu (vector) or g*gamma^mu*gamma5 (axial).

Result under test, with D = x^2 + r(1-x), r = M^2/m^2, in units of g^2/(4 pi^2):
  vector : integral of x^2(1-x)/D
  axial  : integral of -x(1-x)(4-x)/D  (metric part of the propagator)
           plus integral of -(2/r) x^3/D (longitudinal kk/M^2 part)
Limits: axial/vector -> -5 for M >> m; axial -> -m^2/M^2 for M << m.

Independent road: the moment is the magnetic response minus the charge response
of the vertex, built from explicit Dirac matrices and integrated over Euclidean
loop momentum without Feynman parameters. Loop calculations use m = 1.
"""
import numpy as np
from scipy.integrate import quad

# ---------- Dirac matrices, metric (+,-,-,-) ----------
I2, Z2 = np.eye(2), np.zeros((2, 2))
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.block([[I2, Z2], [Z2, -I2]]).astype(complex)]
gamma += [np.block([[Z2, s], [-s, Z2]]) for s in pauli]
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
metric = [1, -1, -1, -1]
one = np.eye(4)


def slash(v):
    return sum(metric[i] * v[i] * gamma[i] for i in range(4))


def external(Q):
    """Breit-frame momenta to first order in the photon momentum Q along z."""
    return np.array([1, 0, 0, -Q / 2]), np.array([1, 0, 0, Q / 2])


def responses(vertex):
    """Charge response at Q=0 and magnetic response linear in Q.
    vertex(mu, Q) is a 4x4 matrix; the five-point derivative is exact for the
    quartic polynomials in Q that occur here."""
    def sandwich(mu, Q):
        p_in, p_out = external(Q)
        return ((slash(p_out) + one)[:2] @ vertex(mu, Q)
                @ (slash(p_in) + one)[:, :2])

    def magnetic(Q):
        return np.trace(pauli[1] @ sandwich(1, Q))
    h = 0.5
    slope = (8 * (magnetic(h) - magnetic(-h))
             - (magnetic(2 * h) - magnetic(-2 * h))) / (12 * h)
    return np.trace(sandwich(0, 0.0)), slope


tree_charge, tree_magnetic = responses(lambda mu, Q: gamma[mu])


def anomalous(vertex):
    charge, magnetic = responses(vertex)
    return magnetic / tree_magnetic - charge / tree_charge


def pauli_term(mu, Q):
    """i sigma^{mu nu} Q_nu / (2m), which must have anomalous moment 1."""
    commutator = gamma[mu] @ gamma[3] - gamma[3] @ gamma[mu]
    return 1j * (0.5j * commutator) * (-Q) / 2


assert abs(anomalous(pauli_term) - 1) < 1e-12


def couplings(kind, k):
    """List of (sign, left matrix, right matrix) for the exchanged boson."""
    if kind == "vector":
        return [(metric[n], gamma[n], gamma[n]) for n in range(4)]
    if kind == "axial":
        return [(metric[n], gamma[n] @ gamma5, gamma[n] @ gamma5)
                for n in range(4)]
    if kind == "vector_kk":
        return [(1, slash(k), slash(k))]
    if kind == "axial_kk":
        return [(1, slash(k) @ gamma5, slash(k) @ gamma5)]
    return [(1, gamma5, gamma5)]          # pseudoscalar


def loop_numerator(kind, k):
    pairs = couplings(kind, k)

    def vertex(mu, Q):
        p_in, p_out = external(Q)
        core = (slash(p_out - k) + one) @ gamma[mu] @ (slash(p_in - k) + one)
        return sum(s * left @ core @ right for s, left, right in pairs)
    return anomalous(vertex)


# Icosahedron vertices average polynomials up to degree 5 exactly on the sphere
golden = (1 + np.sqrt(5)) / 2
directions = []
for a in (1, -1):
    for b in (golden, -golden):
        directions += [(0, a, b), (a, b, 0), (b, 0, a)]
directions = np.array(directions) / np.sqrt(1 + golden**2)
powers = [(a, b) for b in range(3) for a in range(5 - 2 * b)]


def monomials(k0, kvec2):
    return np.array([k0**a * kvec2**b for a, b in powers])


rng = np.random.default_rng(4)
samples = rng.uniform(-1.5, 1.5, (24, 2))
kinds = ["vector", "axial", "vector_kk", "axial_kk", "pseudoscalar"]
coefficients = {}
for kind in kinds:
    values = np.array([np.mean([loop_numerator(kind, np.r_[k0, kv * d])
                                for d in directions]) for k0, kv in samples])
    table = np.array([monomials(k0, kv**2) for k0, kv in samples])
    coef = np.linalg.lstsq(table.astype(complex), values, rcond=None)[0]
    assert np.max(abs(table @ coef - values)) < 1e-10
    coefficients[kind] = coef

nodes, weights = np.polynomial.legendre.leggauss(48)
t_nodes, t_weights = (nodes + 1) / 2, weights / 2


def loop_moment(kind, M):
    """Direct Euclidean integral, in units of coupling^2/(4 pi^2), m = 1."""
    total = 0.0
    for t, w in zip(t_nodes, t_weights):
        K = t / (1 - t)
        n = 60 + int(40 / K)       # resolves the angular structure of width K
        angle = np.pi * np.arange(1, n + 1) / (n + 1)
        c, s2 = np.cos(angle), np.sin(angle)**2
        numerator = coefficients[kind] @ monomials(1j * K * c, K**2 * s2)
        integrand = numerator / (-(K**2 + M**2) * (K + 2j * c)**2)
        angular = np.pi / (n + 1) * np.sum(s2 * integrand).real
        total += w / (1 - t)**2 * K * angular / np.pi
    return total


# ---------- derived one-parameter formulas ----------
edges = [0, 1e-6, 1e-4, 1e-2, 0.5, 1 - 1e-2, 1 - 1e-4, 1 - 1e-6, 1]


def parameter_integral(top, M):
    r = M**2
    return sum(quad(lambda x: top(x) / (x * x + r * (1 - x)), lo, hi,
                    epsabs=0, epsrel=1e-11, limit=200)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


def f_vector(M):
    return parameter_integral(lambda x: x * x * (1 - x), M)


def f_metric(M):
    return -parameter_integral(lambda x: x * (1 - x) * (4 - x), M)


def f_pseudo(M):
    return -0.5 * parameter_integral(lambda x: x**3, M)


def f_long(M):
    return -2 / M**2 * parameter_integral(lambda x: x**3, M)


def f_axial(M):
    return f_metric(M) + f_long(M)


# ---------- test: axial metric numerator is the vector one with m -> -m ----------
q_out, q_in = rng.normal(size=4), rng.normal(size=4)
for mu in range(4):
    axial_side = sum(metric[n] * gamma[n] @ gamma5 @ (slash(q_out) + one)
                     @ gamma[mu] @ (slash(q_in) + one) @ gamma[n] @ gamma5
                     for n in range(4))
    flipped = sum(metric[n] * gamma[n] @ (slash(q_out) - one) @ gamma[mu]
                  @ (slash(q_in) - one) @ gamma[n] for n in range(4))
    assert np.allclose(axial_side, flipped, atol=1e-11)

# ---------- test: direct loop integrals against the derived formulas ----------
print("Direct loop integral vs parameter formula, a in units g^2/(4 pi^2):")
for M in (0.1, 1.0, 10.0, 40.0):
    direct = {kind: loop_moment(kind, M) for kind in kinds}
    longitudinal = -direct["axial_kk"] / M**2
    vector_long = -direct["vector_kk"] / M**2
    axial_total = direct["axial"] + longitudinal
    assert np.isclose(direct["vector"], f_vector(M), rtol=1e-5, atol=0)
    assert np.isclose(direct["axial"], f_metric(M), rtol=1e-5, atol=0)
    assert np.isclose(direct["pseudoscalar"], f_pseudo(M), rtol=1e-5, atol=0)
    assert np.isclose(axial_total, f_axial(M), rtol=1e-5, atol=0)
    # roundoff from cancelling quadratic growth limits the next two tests
    assert np.isclose(longitudinal, 4 / M**2 * direct["pseudoscalar"],
                      rtol=1e-4, atol=0)
    assert abs(vector_long) < 1e-4 * abs(longitudinal)
    print(f" M/m={M:g}: vector {direct['vector']:.7g} vs {f_vector(M):.7g};"
          f" axial {axial_total:.7g} vs {f_axial(M):.7g}")

# ---------- test: heavy-boson expansion ----------
M_test = 100.0
eps = 1 / M_test**2
L = np.log(1 / eps)
heavy_v = eps / 3 - eps**2 * (L - 25 / 12)
heavy_a = -5 * eps / 3 + eps**2 * (L - 19 / 12)
assert abs(f_vector(M_test) - heavy_v) < 100 * eps**3 * L
assert abs(f_axial(M_test) - heavy_a) < 100 * eps**3 * L
ratio_exact = f_axial(M_test) / f_vector(M_test)
ratio_series = -5 - 12 * eps * L + 26.5 * eps
assert abs(ratio_exact - ratio_series) < 1e-4
assert abs(f_axial(1e3) / f_vector(1e3) + 5) < 1e-3
long_series = -2 * eps**2 * (L - 11 / 6)
assert abs(f_long(M_test) / long_series - 1) < 0.01

# ---------- test: light-boson expansion ----------
M_small = 1e-3
without_root = -1 / M_small**2 - np.log(1 / M_small**2) + 2.5
root_coefficient = (f_axial(M_small) - without_root) / M_small
assert abs(root_coefficient + 2 * np.pi) < 0.1
assert abs(f_vector(M_small) - 0.5) < 0.01
assert abs(f_long(M_small) * M_small**2 + 1) < 1e-4
print(f"Light expansion: coefficient of M/m = {root_coefficient:.4f}"
      f" (predicted {-2 * np.pi:.4f})")

# ---------- worked example with round model parameters ----------
m_MeV, g = 100.0, 1e-3
unit = g**2 / (4 * np.pi**2)
print(f"Example: m = {m_MeV:g} MeV, g = {g:g} (dimensionless)")
print(f"g^2/(4 pi^2) = {unit:.6e} (dimensionless)")
for label, M_MeV in (("Heavy", 1e4), ("Light", 1.0)):
    R = M_MeV / m_MeV
    g_pseudo = 2 * m_MeV * g / M_MeV
    print(f"{label} boson: M = {M_MeV:g} MeV, m^2/M^2 = {1 / R**2:.4g}")
    print(f"  g_P = 2mg/M = {g_pseudo:.4g},"
          f" g_P^2/(4 pi) = {g_pseudo**2 / (4 * np.pi):.4e}")
    print(f"  a_V = {unit * f_vector(R):.6e} (dimensionless)")
    print(f"  a_A metric part = {unit * f_metric(R):.6e} (dimensionless)")
    print(f"  a_A longitudinal part = {unit * f_long(R):.6e} (dimensionless)")
    print(f"  a_A total = {unit * f_axial(R):.6e} (dimensionless)")
    print(f"  a_A/a_V = {f_axial(R) / f_vector(R):.6g}")
    if R > 1:
        print(f"  leading a_V = {unit / (3 * R**2):.6e},"
              f" leading a_A = {-5 * unit / (3 * R**2):.6e}")
        print(f"  ratio from expansion = {ratio_series:.6f}")
    else:
        series = -1 / R**2 - np.log(1 / R**2) + 2.5 - 2 * np.pi * R
        print(f"  massless-limit a_V = {unit / 2:.6e},"
              f" leading a_A = {-unit / R**2:.6e}")
        print(f"  a_A from four-term expansion = {unit * series:.6e}")
        assert abs(series / f_axial(R) - 1) < 1e-6

print("Scan (a in units g^2/(4 pi^2)):")
for R in (0.01, 0.1, 1.0, 10.0, 100.0, 1000.0):
    fa, fv, fl = f_axial(R), f_vector(R), f_long(R)
    assert fa < 0 < fv
    print(f" M/m={R:g}: a_V={fv:.5g}, a_A={fa:.5g},"
          f" ratio={fa / fv:.6g}, longitudinal share={fl / fa:.4g}")

print("ALL CHECKS PASSED")
```

Output:

```
Direct loop integral vs parameter formula, a in units g^2/(4 pi^2):
 M/m=0.1: vector 0.3865912 vs 0.3865912; axial -102.6278 vs -102.6278
 M/m=1: vector 0.1045998 vs 0.1045998; axial -1.313799 vs -1.313799
 M/m=10: vector 0.003062308 vs 0.003062305; axial -0.01635071 vs -0.01635071
 M/m=40: vector 0.0002062588 vs 0.0002062567; axial -0.001039401 vs -0.001039397
Light expansion: coefficient of M/m = -6.2546 (predicted -6.2832)
Example: m = 100 MeV, g = 0.001 (dimensionless)
g^2/(4 pi^2) = 2.533030e-08 (dimensionless)
Heavy boson: M = 10000 MeV, m^2/M^2 = 0.0001
  g_P = 2mg/M = 2e-05, g_P^2/(4 pi) = 3.1831e-11
  a_V = 8.425368e-13 (dimensionless)
  a_A metric part = -4.216044e-12 (dimensionless)
  a_A longitudinal part = -3.739194e-15 (dimensionless)
  a_A total = -4.219783e-12 (dimensionless)
  a_A/a_V = -5.00843
  leading a_V = 8.443432e-13, leading a_A = -4.221716e-12
  ratio from expansion = -5.008402
Light boson: M = 1 MeV, m^2/M^2 = 1e+04
  g_P = 2mg/M = 0.2, g_P^2/(4 pi) = 3.1831e-03
  a_V = 1.228940e-08 (dimensionless)
  a_A metric part = -3.553237e-07 (dimensionless)
  a_A longitudinal part = -2.531192e-04 (dimensionless)
  a_A total = -2.534745e-04 (dimensionless)
  a_A/a_V = -20625.5
  massless-limit a_V = 1.266515e-08, leading a_A = -2.533030e-04
  a_A from four-term expansion = -2.534745e-04
Scan (a in units g^2/(4 pi^2)):
 M/m=0.01: a_V=0.48517, a_A=-10007, ratio=-20625.5, longitudinal share=0.9986
 M/m=0.1: a_V=0.38659, a_A=-102.63, ratio=-265.469, longitudinal share=0.945
 M/m=1: a_V=0.1046, a_A=-1.3138, ratio=-12.5602, longitudinal share=0.4427
 M/m=10: a_V=0.0030623, a_A=-0.016351, ratio=-5.33935, longitudinal share=0.0359
 M/m=100: a_V=3.3262e-05, a_A=-0.00016659, ratio=-5.00843, longitudinal share=0.0008861
 M/m=1000: a_V=3.3332e-07, a_A=-1.6667e-06, ratio=-5.00014, longitudinal share=1.438e-05
ALL CHECKS PASSED
```
